# Constant loss ratio of a Curie-von Schweidler dielectric, derived in two ways: verification in Python

```python
# Result under test: if a field step E0 drives the slow polarization current
#   j(t) = eps0*E0*A*t**(-n),  0 < n < 1,
# then chi(w) = integral_0^inf A t**(-n) exp(-i w t) dt = chi' - i chi''
# has chi''/chi' = cot(n*pi/2) at every angular frequency w.
# Symbols: n decay exponent, A strength (s^(n-1)), tau late end of the law,
# t1 early end of the law, k = k' - i k'' relative permittivity,
# k_inf the frequency-independent part of k'.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma
from scipy.constants import epsilon_0, e, k as k_B, hbar, m_e


def transform(n, w, start=0.0, tau=np.inf):
    """Quadrature of t**(-n) exp(-t/tau) exp(-i w t) from start to infinity."""
    split = 1.0 / w
    parts = []
    for name, wave in (("cos", np.cos), ("sin", np.sin)):
        if start == 0.0:
            head = quad(lambda t: np.exp(-t / tau) * wave(w * t), 0, split,
                        weight="alg", wvar=(-n, 0))[0]
        else:  # logarithmic time resolves the steep early part
            head = quad(lambda u: np.exp((1 - n) * u - np.exp(u) / tau)
                        * wave(w * np.exp(u)), np.log(start), np.log(split),
                        epsabs=1e-12, epsrel=1e-11, limit=200)[0]
        tail = quad(lambda t: t**(-n) * np.exp(-t / tau), split, np.inf,
                    weight=name, wvar=w, epsabs=1e-10, limlst=200)[0]
        parts.append(head + tail)
    return parts[0] - 1j * parts[1]


def closed_form(n, w):
    angle = n * np.pi / 2
    return gamma(1 - n) * w**(n - 1) * (np.sin(angle) - 1j * np.cos(angle))


def loss_ratio(chi):
    return -chi.imag / chi.real


def cot_law(n):
    return 1 / np.tan(n * np.pi / 2)


# Defining integral against the closed form and the constant ratio
print("Ratio chi''/chi' by quadrature at w = 0.2, 5, 40 rad/s; cot(n pi/2)")
for n_test in (0.1, 0.5, 0.9):
    ratios = []
    for w in (0.2, 5.0, 40.0):
        chi = transform(n_test, w)
        assert abs(chi / closed_form(n_test, w) - 1) < 1e-6
        ratios.append(loss_ratio(chi))
        assert abs(ratios[-1] / cot_law(n_test) - 1) < 1e-5
    print(f"  n = {n_test}: " + ", ".join(f"{r:.6f}" for r in ratios)
          + f"; {cot_law(n_test):.6f}")

# Cosine field switched on at t = 0: sign of the lag and bound on the transient
n_test, w = 0.6, 1.0
chi = closed_form(n_test, w)
for phase in (0.0, np.pi / 2):
    T = 2 * np.pi * 200 + phase
    P = quad(lambda s: np.cos(w * (T - s)), 0, T, weight="alg",
             wvar=(-n_test, 0), limit=3000)[0]
    steady = chi.real * np.cos(w * T) - chi.imag * np.sin(w * T)
    assert abs(P - steady) <= 2 * T**(-n_test) / w

# Law with a smooth late end tau = 1 s
print("Late end tau = 1 s, n = 0.6: ratio by quadrature, by formula")
for w in (0.3, 3.0, 30.0):
    numeric = loss_ratio(transform(0.6, w, tau=1.0))
    formula = np.tan(0.4 * np.arctan(w))
    assert abs(numeric / formula - 1) < 1e-5
    print(f"  w tau = {w:4.1f}: {numeric:.6f}, {formula:.6f}")

# Law with an early end: a real constant is lost, differences restore the ratio
t1_test = 1e-5
cut_1, cut_2 = (transform(0.9, w, start=t1_test) for w in (1.0, 2.0))
lost = closed_form(0.9, 1.0) - cut_1
assert abs(lost.real / (t1_test**0.1 / 0.1) - 1) < 1e-5
assert abs(loss_ratio(cut_1) / cot_law(0.9) - 1) > 0.1
assert abs(loss_ratio(cut_1 - cut_2) / cot_law(0.9) - 1) < 1e-3
print(f"Early end t1 = {t1_test:.0e} s, n = 0.9, w = 1 and 2 rad/s:")
print(f"  raw ratio at 1 rad/s {loss_ratio(cut_1):.5f}, "
      f"from differences {loss_ratio(cut_1 - cut_2):.5f}")

# Worked example: round parameters in the regime of low-k interlayer films
n, k_inf = 0.9, 2.7
thickness, voltage, area = 100e-9, 1.0, 1e-7        # m, V, m^2
j_1s, j_leak = 2e-10 * 1e4, 2e-11 * 1e4             # A/m^2
T_room, T_use = 300.0, 378.0                        # K
field = voltage / thickness
A = j_1s / (epsilon_0 * field)
print("Example film (rough typical values)")
print(f"  thickness {thickness*1e9:.0f} nm, step {voltage:.1f} V, "
      f"field {field*1e-8:.2f} MV/cm, area {area*1e4:.0e} cm2")
print(f"  n = {n}, k_inf = {k_inf}, j(1 s) = {j_1s*1e-4:.1e} A/cm2, "
      f"leakage {j_leak*1e-4:.1e} A/cm2")
print(f"  A = {A:.5f} s^(n-1), Gamma(1-n) = {gamma(1-n):.5f}")
print(f"  cot(n pi/2) = {cot_law(n):.5f}, "
      f"phase lag = {90*(1-n):.2f} degrees")
absorbed = A * quad(lambda t: 1.0, 0, 10, weight="alg", wvar=(-n, 0))[0]
assert abs(absorbed / (A * 10**(1 - n) / (1 - n)) - 1) < 1e-8
print(f"  slow polarization after 10 s: {absorbed:.4f} eps0 E0 = "
      f"{absorbed*epsilon_0*field*100:.3e} uC/cm2")

chi_at, tan_at = {}, {}
for f, unit in ((10.0, 1e-3), (1e3, 1e-3), (1e5, 1e-6)):
    w = 2 * np.pi * f                               # unit: time unit in s
    chi = A * unit**(1 - n) * transform(n, w * unit)
    assert abs(chi / (A * closed_form(n, w)) - 1) < 1e-6
    chi_at[f] = chi
    tan_at[f] = -chi.imag / (k_inf + chi.real)
    print(f"  {f:8.0f} Hz: k' = {k_inf+chi.real:.6f}, k'' = {-chi.imag:.6f}, "
          f"ratio = {loss_ratio(chi):.5f}, tan delta = {tan_at[f]:.6f}")
spread = chi_at[10.0] - chi_at[1e5]
print(f"  differences 10 Hz to 100 kHz: dk' = {spread.real:.6f}, "
      f"dk'' = {-spread.imag:.6f}, ratio = {loss_ratio(spread):.5f}")

# Sizes of the neglected effects
print("Neglected effects")
w10 = 2 * np.pi * 10


def leak_loss(w):
    return j_leak / (epsilon_0 * field * w)


share = leak_loss(w10) / -chi_at[10.0].imag
activation = 0.5                                    # eV
heating = np.exp(activation * e / k_B * (1 / T_room - 1 / T_use))
w_cross = np.exp(brentq(lambda u: leak_loss(np.exp(u))
                        + A * closed_form(n, np.exp(u)).imag, -15, 10))
print(f"  leakage / slow k'' at 10 Hz, {T_room:.0f} K: {100*share:.3f} %")
print(f"  leakage growth to {T_use:.0f} K at {activation} eV: "
      f"factor {heating:.1f}, share {100*share*heating:.2f} %")
print(f"  leakage equals slow k'' at {w_cross/(2*np.pi)*1e3:.2f} mHz; "
      f"currents equal at {(j_1s/j_leak)**(1/n):.1f} s")

tau = 10.0
late = np.tan((1 - n) * np.arctan(w10 * tau)) / cot_law(n) - 1
print(f"  late end tau = {tau:.0f} s: ratio at 10 Hz changes {100*late:.3f} %")
t1 = 1e-12
constant = A * t1**(1 - n) / (1 - n)
raw = -chi_at[1e3].imag / (chi_at[1e3].real - constant)
print(f"  early end t1 = {t1:.0e} s: constant {constant:.5f}, "
      f"true fast k = {k_inf+constant:.4f}")
print(f"  ratio at 1 kHz if true fast k is subtracted: {raw:.4f}")

R_series, w_high = 5.0, 2 * np.pi * 1e5             # ohm, rad/s
C = epsilon_0 * (k_inf + chi_at[1e5].real) * area / thickness
Z = R_series + 1 / (1j * w_high * C * (1 - 1j * tan_at[1e5]))
added = -Z.real / Z.imag - tan_at[1e5]
assert abs(added / (w_high * R_series * C) - 1) < 1e-3
print(f"  C = {C*1e12:.2f} pF, series {R_series:.0f} ohm: tan delta at 100 kHz "
      f"+{added:.2e} ({100*added/tan_at[1e5]:.2f} %)")

hop = 1e-9                                          # m, two-site hop length
x = e * field * hop / (2 * k_B * T_room)
print(f"  hop of {hop*1e9:.0f} nm: q E a/(2 kT) = {x:.4f}, "
      f"response below linear by {100*(1-np.tanh(x)/x):.2f} %")
breakdown = 5.0                                     # MV/cm, rough
print(f"  field / rough breakdown field of {breakdown:.0f} MV/cm: "
      f"{100*field*1e-8/breakdown:.1f} %")
barrier, mass = 2.0, 0.5                            # eV, electron masses
exponent = 2 * thickness * quad(lambda y: np.sqrt(
    2 * mass * m_e * e * (barrier - voltage * y)) / hbar, 0, 1)[0]
print(f"  tunnelling, barrier {barrier:.0f} eV, mass {mass} m_e: "
      f"log10(transmission) = {-exponent/np.log(10):.0f}")
print("all good")
```

Printed output:

```
Ratio chi''/chi' by quadrature at w = 0.2, 5, 40 rad/s; cot(n pi/2)
  n = 0.1: 6.313752, 6.313752, 6.313752; 6.313752
  n = 0.5: 1.000000, 1.000000, 1.000000; 1.000000
  n = 0.9: 0.158384, 0.158384, 0.158384; 0.158384
Late end tau = 1 s, n = 0.6: ratio by quadrature, by formula
  w tau =  0.3: 0.117114, 0.117114
  w tau =  3.0: 0.545807, 0.545807
  w tau = 30.0: 0.706373, 0.706373
Early end t1 = 1e-05 s, n = 0.9, w = 1 and 2 rad/s:
  raw ratio at 1 rad/s 0.23873, from differences 0.15839
Example film (rough typical values)
  thickness 100 nm, step 1.0 V, field 0.10 MV/cm, area 1e-03 cm2
  n = 0.9, k_inf = 2.7, j(1 s) = 2.0e-10 A/cm2, leakage 2.0e-11 A/cm2
  A = 0.02259 s^(n-1), Gamma(1-n) = 9.51351
  cot(n pi/2) = 0.15838, phase lag = 9.00 degrees
  slow polarization after 10 s: 0.2844 eps0 E0 = 2.518e-03 uC/cm2
        10 Hz: k' = 2.840289, k'' = 0.022220, ratio = 0.15838, tan delta = 0.007823
      1000 Hz: k' = 2.788516, k'' = 0.014020, ratio = 0.15838, tan delta = 0.005028
    100000 Hz: k' = 2.755850, k'' = 0.008846, ratio = 0.15838, tan delta = 0.003210
  differences 10 Hz to 100 kHz: dk' = 0.084439, dk'' = 0.013374, ratio = 0.15838
Neglected effects
  leakage / slow k'' at 10 Hz, 300 K: 0.162 %
  leakage growth to 378 K at 0.5 eV: factor 54.1, share 8.75 %
  leakage equals slow k'' at 7.92 mHz; currents equal at 12.9 s
  late end tau = 10 s: ratio at 10 Hz changes -0.103 %
  early end t1 = 1e-12 s: constant 0.01425, true fast k = 2.7143
  ratio at 1 kHz if true fast k is subtracted: 0.1888
  C = 24.40 pF, series 5 ohm: tan delta at 100 kHz +7.67e-05 (2.39 %)
  hop of 1 nm: q E a/(2 kT) = 0.1934, response below linear by 1.23 %
  field / rough breakdown field of 5 MV/cm: 2.0 %
  tunnelling, barrier 2 eV, mass 0.5 m_e: log10(transmission) = -384
all good
```
